# Dividing an electrode's potential between the Stern and diffuse layers

**Question**

I am stuck on a double-layer exercise. A flat electrode carries a free charge of $-5.00\ \mu\mathrm{C/cm^2}$ and faces a 1:1 electrolyte of concentration $0.010$ mol/L at $298.15$ K, with relative permittivity $78.5$. The compact (Stern) layer has a constant capacitance of $20.0\ \mu\mathrm{F/cm^2}$. I have to find the total potential and say how much of it falls across each layer.

I treated the two layers as capacitors in series. For the diffuse layer I used permittivity divided by Debye length, which is $22.85\ \mu\mathrm{F/cm^2}$, and got a diffuse drop of $-218.8$ mV. The exercise says to use the Grahame equation instead. Where does that equation come from, and why should it disagree with my estimate? And what do I do if the total potential is given rather than the charge, for example after diluting the solution tenfold?

**Answer**

The series picture is right: the same charge sits behind both layers, so their potential drops add. What fails is the constant capacitance of the diffuse layer. That value holds for small potentials, and your electrode is outside that range.

**The model and its signs**

Let $x$ run from the outer Helmholtz plane (OHP), the plane of closest approach of the ions, into the solution. The potential $\psi(x)$ is zero in the bulk, and $\psi_d=\psi(0)$ is the diffuse drop. Each ion species has charge number $\pm z$ and bulk number density $n$. The permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$.

I assume point ions in a mean field, uniform $\varepsilon$ in the diffuse layer, no ions inside the compact layer, no specific adsorption and no current. The electrode potential $E$ is measured relative to the bulk solution and counted from its value at zero charge. This removes the constant contribution of surface dipoles, provided that charging does not change it.

**From Poisson–Boltzmann to Grahame**

The Boltzmann densities are $n_\pm=n\,e^{\mp ze\psi/kT}$, so the charge density is

$$
\rho=ze(n_+-n_-)=-2zen\,\sinh\frac{ze\psi}{kT}.
$$

Poisson's equation, $\varepsilon\psi''=-\rho$, becomes

$$
\psi''=\frac{2zen}{\varepsilon}\sinh\frac{ze\psi}{kT}.
$$

Multiply by $\psi'$. The left side is then the derivative of $\tfrac12(\psi')^2$. On the right, $\psi'\sinh(ze\psi/kT)$ is the derivative of $(kT/ze)\cosh(ze\psi/kT)$. Integrate from the bulk, where $\psi=\psi'=0$:

$$
\frac12(\psi')^2=\frac{2nkT}{\varepsilon}\left(\cosh\frac{ze\psi}{kT}-1\right).
$$

With $\cosh 2a-1=2\sinh^2 a$ this is

$$
(\psi')^2=\frac{8nkT}{\varepsilon}\sinh^2\frac{ze\psi}{2kT}.
$$

The sign of the root needs a reason. If $\psi$ vanished at some finite $x$, $\psi'$ would vanish there too, and the differential equation would then give $\psi=0$ everywhere. So $\psi$ keeps one sign, $\psi'$ is never zero, and decay to the bulk requires $\psi'$ to have the sign opposite to $\psi$:

$$
\psi'=-\sqrt{\frac{8nkT}{\varepsilon}}\,\sinh\frac{ze\psi}{2kT}.
$$

Now apply Gauss's law to a box that reaches from inside the metal, where the field is zero, to just outside the OHP. The compact layer holds no free charge, so the box contains $\sigma$ alone, and $\sigma=-\varepsilon\psi'(0)$. Since $\varepsilon\sqrt{8nkT/\varepsilon}=\sqrt{8\varepsilon kTn}$,

$$
\sigma=\sigma_0\sinh\frac{ze\psi_d}{2kT},\qquad \sigma_0=\sqrt{8\varepsilon kTn}.
$$

This is the Grahame equation. The ions carry the balancing charge, because $\int_0^\infty\rho\,dx=-\varepsilon\int_0^\infty\psi''dx=\varepsilon\psi'(0)=-\sigma$.

**Adding the two drops**

The compact layer has constant capacitance $C_S$, so its drop, metal minus OHP, is $\sigma/C_S$. Solving the Grahame equation for $\psi_d$ and adding gives

$$
E=\frac{\sigma}{C_S}+\frac{2kT}{ze}\,\operatorname{arsinh}\frac{\sigma}{\sigma_0}.
$$

Both terms have the sign of $\sigma$. When the charge is given, nothing has to be solved numerically.

For your electrode $2kT/e=51.39$ mV and $\sigma_0=1.174\ \mu\mathrm{C/cm^2}$. The compact drop is

$$
\frac{\sigma}{C_S}=\frac{-5.00\ \mu\mathrm{C/cm^2}}{20.0\ \mu\mathrm{F/cm^2}}=-250.0\ \mathrm{mV}.
$$

For the diffuse layer, $\sigma/\sigma_0=-5.00/1.174=-4.259$, whose inverse hyperbolic sine is $-2.156$. Hence

$$
\psi_d=51.39\ \mathrm{mV}\times(-2.156)=-110.8\ \mathrm{mV}.
$$

The total is $E=-250.0-110.8=-360.8$ mV, or about $-0.361$ V. The compact layer takes 69.3 % of it and the diffuse layer 30.7 %.

**Why your capacitor estimate came out too large**

Write $u=ze\psi_d/2kT$. For $|u|\ll1$, $\sinh u\approx u$ and the Grahame equation becomes $\sigma\approx C_{D0}\psi_d$, with

$$
C_{D0}=\frac{ze\sigma_0}{2kT}=\sqrt{\frac{2z^2e^2n\varepsilon}{kT}}=\varepsilon\kappa,
\qquad \kappa^2=\frac{2z^2e^2n}{\varepsilon kT}.
$$

Here $1/\kappa$ is the Debye length, $3.04$ nm in your solution, so $C_{D0}$ is the capacitance you used. Your estimate replaces $\operatorname{arsinh}s$ by $s$, where $s=\sigma/\sigma_0$. The slope of $\operatorname{arsinh}s$ is $1/\sqrt{1+s^2}$, which is below 1 for $s\neq0$, so the replacement overestimates $|\psi_d|$ at any nonzero charge. With $|s|$ above 4 the error is large: $-219$ mV is nearly twice the Grahame value of $-111$ mV.

Physically, a stronger potential draws counterions closer to the OHP. The balancing charge then sits nearer the electrode, and further charge costs less potential. Differentiating the Grahame equation shows this as a growing differential capacitance:

$$
\frac{d\sigma}{d\psi_d}=\frac{ze\sigma_0}{2kT}\cosh u=C_{D0}\cosh u .
$$

Differentiating $E=\sigma/C_S+\psi_d$ with respect to $\sigma$ then gives the capacitance of the whole interface, $C=d\sigma/dE$:

$$
\frac1C=\frac1{C_S}+\frac1{C_{D0}\cosh u}.
$$

At your charge the diffuse part is $99.95\ \mu\mathrm{F/cm^2}$ and the total is $1/(1/20.0+1/99.95)=16.67\ \mu\mathrm{F/cm^2}$. A small further change of potential divides as $d\psi_d/dE=C/(C_{D0}\cosh u)=16.67/99.95\approx0.17$. The diffuse layer thus takes about 17 % of the next millivolt, although it holds 30.7 % of the potential already applied.

**If the total potential is given**

Insert $\sigma=\sigma_0\sinh u$ into the compact drop:

$$
E=\psi_d+\frac{\sigma_0}{C_S}\sinh\frac{ze\psi_d}{2kT}.
$$

This cannot be solved for $\psi_d$ by simple rearrangement, but it is an easy root to find. The derivative of the right side is $1+\Lambda\cosh u$, with $\Lambda=C_{D0}/C_S$. It is positive, so there is at most one root. At $\psi_d=0$ the right side is zero. At $\psi_d=E$ it already exceeds $E$ in magnitude, with the same sign. The root therefore lies between $0$ and $E$, and bisection on that interval will find it. The charge follows from $\sigma=C_S(E-\psi_d)$.

**How the division depends on charge**

In units of $2kT/ze$ the diffuse drop is $u$ and the compact drop is $\Lambda\sinh u$. The diffuse share is therefore

$$
\frac{\psi_d}{E}=\frac{u}{u+\Lambda\sinh u}=\frac{1}{1+\Lambda\,\dfrac{\sinh u}{u}} .
$$

The series $\sinh u/u=1+u^2/6+\dots$ has positive coefficients and even powers, so it rises from 1 without limit as $|u|$ grows. The diffuse share starts at $1/(1+\Lambda)=C_S/(C_S+C_{D0})$, the result for two constant capacitors, and falls steadily towards zero. In your solution $\Lambda=1.142$ and the starting value is 46.7 %. At $0.010$ mol/L:

| $\sigma$ (µC/cm²) | compact (mV) | diffuse (mV) | diffuse share (%) |
|---:|---:|---:|---:|
| −1.0 | −50.0 | −39.7 | 44.3 |
| −2.0 | −100.0 | −66.9 | 40.1 |
| −5.0 | −250.0 | −110.8 | 30.7 |
| −10.0 | −500.0 | −145.9 | 22.6 |

The compact drop is proportional to the charge, while the diffuse drop becomes logarithmic. For large positive $s$,

$$
\operatorname{arsinh}s=\ln\!\left(s+\sqrt{s^2+1}\right)\approx\ln 2s+\frac{1}{4s^2},
$$

and for negative $s$ the sign is reversed. Doubling a large charge thus adds about $51.39\ln2=35.6$ mV to $|\psi_d|$. The last two rows differ by $35.1$ mV, slightly less because the correction $1/4s^2$ shrinks on doubling.

The two drops are equal at nonzero charge when $\Lambda\sinh u=u$. Since $\sinh u/u$ exceeds 1 for $u\ne0$, this needs $\Lambda<1$. Your solution has $\Lambda>1$, so within this model the compact drop is the larger one at every nonzero charge.

**Tenfold dilution**

Since $\sigma_0$ and $C_{D0}$ are both proportional to $\sqrt n$, dilution to $0.001$ mol/L lowers $\sigma_0$ to $0.371\ \mu\mathrm{C/cm^2}$ and $\Lambda$ to $0.361$. I keep $C_S$ unchanged, which is a further assumption. The outcome depends on what is held fixed.

*Fixed charge.* The compact drop stays at $-250.0$ mV. The ratio $|\sigma|/\sigma_0$ is larger, so the diffuse drop grows to $-169.3$ mV and the total to $-419.3$ mV. The diffuse share rises to 40.4 %. The logarithmic law predicts a growth of $51.39\ln\sqrt{10}=59.2$ mV in $|\psi_d|$; the computed change is $169.3-110.8=58.5$ mV.

*Fixed total potential.* Keep $E=-360.8$ mV, counted from zero charge in the new solution. With a smaller $\sigma_0$, the old $\psi_d$ no longer makes the right side of the root equation large enough in magnitude, so $|\psi_d|$ must grow. Less is left for the compact layer, and the charge falls. The root is $\psi_d=-158.5$ mV, which leaves $-360.8+158.5=-202.3$ mV across the compact layer and a charge of $20.0\times(-0.2023)=-4.05\ \mu\mathrm{C/cm^2}$. The diffuse share is 43.9 %.

The diluted solution has $\Lambda<1$, so an equal division now exists. It lies at $|u|=2.714$, where each drop is $-139.5$ mV for a negative electrode and the charge is $-2.79\ \mu\mathrm{C/cm^2}$. At smaller charge the diffuse layer takes the larger part; at larger charge the compact layer does. Both cases above lie on the larger-charge side, which agrees with their diffuse shares being below one half.

**How far to trust the numbers**

The first check is crowding. At the OHP of your original electrode the counterion concentration is $0.010\,e^{2\times2.156}\approx0.75$ mol/L, about 75 times the bulk value. The corresponding mean spacing, the inverse cube root of the number density, is $1.3$ nm. A hydrated ion is somewhat under a nanometre across, as a rough size, so the ions are not yet packed, but this comparison alone is a weak test. The counterion density falls to half within about $0.3$ nm of the OHP, less than one ion diameter. The length $2\varepsilon kT/(e|\sigma|)=0.71$ nm that sets this fall equals the Bjerrum length $e^2/(4\pi\varepsilon kT)=0.71$ nm, which puts the mean field at the edge of its weak-coupling range. Simple finite-size estimates (lattice gas or local hard spheres, diameters 0.4 to 0.8 nm) raise $|\psi_d|$ by between a fraction of a millivolt and about 11 mV at this charge, and by up to about 40 mV at $-10\ \mu\mathrm{C/cm^2}$. The permittivity is not quite uniform either. The field $|\sigma|/\varepsilon\approx7\times10^7$ V/m and the local ion concentration each lower it by roughly 10 % at the OHP, and each adds about 1 to 3 mV.

The first integral shows how this changes with charge. Put $\psi'(0)=-\sigma/\varepsilon$ into it and multiply by $\varepsilon$:

$$
\frac{\sigma^2}{2\varepsilon}=kT\left(n e^{|ze\psi_d|/kT}+n e^{-|ze\psi_d|/kT}-2n\right).
$$

When the first term dominates, the counterion density at the OHP is about $\sigma^2/(2\varepsilon kT)$. It grows as the square of the charge and hardly depends on the bulk concentration. At $-10\ \mu\mathrm{C/cm^2}$ it would be roughly four times as large, near 3 mol/L, so the last row of the table deserves less confidence. Dilution at fixed charge does not relieve the crowding.

The second check is the charge balance. If ions adsorb inside the compact layer with charge $\sigma_a$ per area, Gauss's law gives $\sigma+\sigma_a=\sigma_0\sinh u$, and the compact drop is no longer $\sigma/C_S$. The division above then fails even at low concentration. A current would add concentration gradients and an ohmic drop, which this equilibrium treatment leaves out. A real compact layer may also have a capacitance that varies with charge, and an error in $C_S$ passes straight into the larger of your two drops.

The numerical output below includes a test of the division against direct integration of the Poisson–Boltzmann equation, with the charge found by summing the ionic charge. The close agreement confirms the solution of the model; it does not test the model's assumptions. For your exercise I would quote about $-250$ mV across the compact layer and $-111$ mV across the diffuse layer. These are the values of the model; for a real interface the diffuse drop is uncertain by several millivolts or more.

## Values computed for the example and the checks

```
INPUTS
temperature: 298.15 K; relative permittivity: 78.5
1:1 electrolyte concentration: 0.010 mol/L
compact capacitance C_S: 20.0 uF/cm^2
electrode charge sigma: -5.00 uC/cm^2
DIVISION AT GIVEN CHARGE
2kT/e: 51.39 mV
Debye length: 3.042 nm
sigma0: 1.1741 uC/cm^2
sigma/sigma0: -4.2587
asinh(sigma/sigma0): -2.1556
compact drop: -250.0 mV
diffuse drop psi_d: -110.8 mV
total potential E: -360.8 mV = -0.3608 V
diffuse share: 30.7 %
compact share: 69.3 %
C_D0: 22.85 uF/cm^2; C_D0/C_S: 1.1424
low-potential diffuse share: 46.7 %
linear estimate sigma/C_D0: -218.8 mV
diffuse differential capacitance: 99.95 uF/cm^2
total differential capacitance: 16.67 uF/cm^2
same, finite difference: 16.67 uF/cm^2
counterion concentration at OHP: 0.745 mol/L
mean counterion spacing at OHP: 1.31 nm
CHARGE TABLE at 0.01 mol/L: sigma (uC/cm^2), compact, diffuse,
total (mV), diffuse share (%)
  -1.0    -50.0    -39.7    -89.7   44.3
  -2.0   -100.0    -66.9   -166.9   40.1
  -5.0   -250.0   -110.8   -360.8   30.7
 -10.0   -500.0   -145.9   -645.9   22.6
DILUTION to 0.001 mol/L
sigma0: 0.3713 uC/cm^2
C_D0/C_S: 0.3613
same charge: diffuse drop -169.3 mV, total -419.3 mV
same charge: diffuse share 40.4 %
same E: diffuse drop -158.5 mV, compact drop -202.3 mV
same E: charge -4.046 uC/cm^2, diffuse share 43.9 %
equal division: u = 2.7142, each drop -139.5 mV
equal division: charge -2.789 uC/cm^2
CHECK against the numerical Poisson-Boltzmann solution
numerical psi_d: -110.767 mV
numerical charge: -5.0000 uC/cm^2
largest relative deviation, five cases: 1.1e-11
```
